# Transient photocurrents from power-law waiting times in disordered films, part 1

(Sections cited here and not found follow in the second part.)

## First half: from waiting times to the shape of the current

A film of thickness $L$ lies between two plane contacts. A voltage across it produces a uniform field $F$. At $t=0$ a short light pulse creates a thin sheet of carriers at $x=0$, and the field drives carriers of one sign towards the contact at $x=L$, which removes them on arrival. The carriers are so few that they do not alter the field, and none is lost on the way.

Each carrier sits in a localized state, waits, hops, and waits again. The waits are independent and share one probability density $\psi(t)$. The first wait starts at $t=0$ and follows the same law, as it does for a carrier trapped immediately after its creation. The probability that a wait exceeds $t$ is $\Phi(t)=\int_t^\infty\psi(t')\,dt'$, and at long times

$$\Phi(t)\to\frac{(t/\tau)^{-\alpha}}{\Gamma(1-\alpha)},\qquad 0<\alpha<1 .$$

This relation defines the time $\tau$; the factor $\Gamma(1-\alpha)$ is included for later convenience. Every hop is at first taken to be a forward step of length $\ell$, so that $N=L/\ell$ hops cross the film, with $N\gg1$. A tilde marks a Laplace transform, $\tilde g(s)=\int_0^\infty g(t)e^{-st}dt$.

### (a) Express the current in the external circuit through the waiting-time density.

**Solution.** Consider first how a moving sheet drives a current. Let a sheet of charge $\sigma$ per unit area stand at $x$ in a film of permittivity $\epsilon$. The applied voltage adds a constant field and a constant plate charge, so it may be set to zero here. The fields $F_1$ to the left and $F_2$ to the right of the sheet obey

$$F_2-F_1=\sigma/\epsilon,\qquad F_1x+F_2(L-x)=0 .$$

Inserting $F_1=F_2-\sigma/\epsilon$ in the second equation gives $F_2=\sigma x/(\epsilon L)$. The charge on the far plate is $-\epsilon F_2=-\sigma x/L$. When the sheet advances by $dx$, the circuit must therefore pass the charge $\sigma\,dx/L$. A complete crossing passes $\sigma$. Per unit injected charge the current is

$$I(t)=\frac1L\frac{d\langle x\rangle}{dt},$$

where the average runs over the carriers, and a carrier that has left is counted at $x=L$.

Let $T_k$ be the time of the $k$-th hop. A carrier has moved by $\ell$ for each $k\le N$ with $T_k\le t$, so

$$\langle x(t)\rangle=\ell\sum_{k=1}^N P(T_k\le t).$$

The derivative of $P(T_k\le t)$ is the density $\psi_k(t)$ of the $k$-th hop time. With $\ell/L=1/N$,

$$I(t)=\frac1N\sum_{k=1}^N\psi_k(t).$$

Since $T_k$ is a sum of $k$ independent waits, the average of $e^{-sT_k}$ is a product of $k$ equal factors, and $\tilde\psi_k=\tilde\psi^{\,k}$. The geometric sum is

$$\tilde I(s)=\frac{\tilde\psi\,(1-\tilde\psi^{\,N})}{N(1-\tilde\psi)}. \tag{1}$$

As $s\to0$, $\tilde\psi\to1$ and each of the $N$ terms tends to one. Hence $\tilde I(0)=\int_0^\infty I\,dt=1$: all the injected charge is collected.

### (b) Find the behaviour of $\tilde\psi(s)$ at small $s$.

**Solution.** Because $\psi=-d\Phi/dt$ and $\Phi(0)=1$, integration by parts gives $\tilde\psi(s)=1-s\tilde\Phi(s)$. Define

$$\Lambda(s)=1-\tilde\psi(s)=s\tilde\Phi(s).$$

If the mean wait $\int_0^\infty\Phi\,dt$ were finite, $\Lambda$ would start as $s$ times that mean. Here the integral diverges at its upper end, since $\alpha<1$. Put $t=v/s$ in the transform:

$$s^{1-\alpha}\tilde\Phi(s)=\int_0^\infty s^{-\alpha}\Phi(v/s)\,e^{-v}dv .$$

For fixed $v$ and $s\to0$, the factor $s^{-\alpha}\Phi(v/s)$ tends to $\tau^\alpha v^{-\alpha}/\Gamma(1-\alpha)$. It is also bounded by a constant times $v^{-\alpha}$, because $\Phi\le1$ at short times and follows the power law at long times. The bound is integrable with $e^{-v}$, so the limit may be taken under the integral. The remaining integral is $\int_0^\infty v^{-\alpha}e^{-v}dv=\Gamma(1-\alpha)$, and therefore

$$\Lambda(s)\to(s\tau)^\alpha\qquad(s\tau\ll1). \tag{2}$$

The power $s^\alpha$, in place of $s$, is the mark of an infinite mean wait.

### (c) Show that for a thick film the current depends on a single scaled time.

**Solution.** In equation (1) the size of $N\Lambda$ decides whether $\tilde\psi^{\,N}=(1-\Lambda)^N$ is close to one or to zero. By equation (2), $N\Lambda=(st_T)^\alpha$ with

$$t_T=\tau N^{1/\alpha}.$$

Set $s=w/t_T$ and let $N$ grow at fixed $w$. Then $\Lambda\to w^\alpha/N$, $\tilde\psi\to1$, and $(1-w^\alpha/N)^N\to e^{-w^\alpha}$. Equation (1) becomes

$$\tilde I\to\tilde f(w)=\frac{1-e^{-w^\alpha}}{w^\alpha}. \tag{3}$$

In the time domain this reads

$$I(t)=\frac1{t_T}\,f(u),\qquad u=\frac t{t_T}.$$

The convergence of transforms ensures that the charge passed up to time $t$ converges. The current itself follows when the waiting-time density is smooth, which is assumed here.

Thickness enters through $t_T$ alone. On doubly logarithmic axes, transients from films of different thickness thus have one shape and differ by a shift, provided that $\alpha$ is the same and $t$ is long enough for equation (2) to hold at $s\approx1/t$. When $\alpha$ is close to one, this can require times very much longer than $\tau$.

The time $t_T$ has a direct meaning. Without the far contact, the mean number of hops made by time $t$ is $\sum_{k\ge1} P(T_k\le t)$. Its transform is $\tilde\psi/[s(1-\tilde\psi)]\to\tau^{-\alpha}s^{-1-\alpha}$, so the number itself is $(t/\tau)^\alpha/\Gamma(1+\alpha)$. It reaches the order of $N$ when $t$ is of the order of $t_T$.

### (d) Find $f(u)$ for $u\ll1$ and for $u\gg1$.

**Solution.** *Early times.* Split equation (3) as

$$\tilde f(w)=w^{-\alpha}-w^{-\alpha}e^{-w^\alpha}.$$

From $\int_0^\infty u^{\alpha-1}e^{-wu}du=\Gamma(\alpha)w^{-\alpha}$, the first term belongs to $u^{\alpha-1}/\Gamma(\alpha)$. The second must be shown to be small. In its inversion integral write $w=z/u$:

$$-\frac{u^{\alpha-1}}{2\pi i}\int e^{z}z^{-\alpha}e^{-(z/u)^\alpha}dz .$$

Let the path consist of two straight rays from $z=1$, running at angles $\pm\theta$ to the positive real axis, with $\pi/2<\theta<\min(\pi,\pi/2\alpha)$. Along the rays $e^z$ decays. The phase of $z$ stays between $-\theta$ and $\theta$, and $|z|\ge\sin\theta$, so the real part of $z^\alpha$ is at least $\kappa=\sin^\alpha\!\theta\,\cos\alpha\theta>0$. The second term is therefore smaller than a constant times $u^{\alpha-1}\exp(-\kappa u^{-\alpha})$. This vanishes faster than any power as $u\to0$, and

$$f(u)\to\frac{u^{\alpha-1}}{\Gamma(\alpha)}\qquad(u\ll1). \tag{4}$$

*Late times.* The function $\tilde f(w)$ has a branch cut along the negative real axis and no other singularity. Bend the inversion path to the left until it runs inwards below the cut and outwards above it. The distant arcs contribute nothing: $\tilde f$ tends to zero near the imaginary directions, and further left it grows at most as $\exp(|w|^\alpha)$, which the factor $e^{wu}$ suppresses because $\alpha<1$. The small circle about $w=0$ contributes nothing since $\tilde f$ is finite there.

On the cut $w=-r$ and $dw=-dr$. The upper edge gives $-\int_0^\infty e^{-ru}\tilde f(re^{i\pi})dr$, and the lower edge gives $+\int_0^\infty e^{-ru}\tilde f(re^{-i\pi})dr$. The two values of $\tilde f$ are complex conjugates, so their difference is $-2i\,\mathrm{Im}\,\tilde f(re^{i\pi})$. Dividing by $2\pi i$,

$$f(u)=-\frac1\pi\int_0^\infty e^{-ru}\,\mathrm{Im}\,\tilde f(re^{i\pi})\,dr .$$

Expanding the exponential in equation (3) gives

$$\tilde f(w)=\sum_{n=0}^\infty\frac{(-1)^n}{(n+1)!}w^{n\alpha}.$$

On the upper edge $\mathrm{Im}\,w^{n\alpha}=r^{n\alpha}\sin(n\pi\alpha)$, and $\int_0^\infty r^{n\alpha}e^{-ru}dr=\Gamma(1+n\alpha)u^{-1-n\alpha}$. The term $n=0$ has no imaginary part and drops out. Hence

$$f(u)=-\frac1\pi\sum_{n=1}^\infty\frac{(-1)^n}{(n+1)!}\sin(n\pi\alpha)\,\Gamma(1+n\alpha)\,u^{-1-n\alpha}. \tag{5}$$

The factorial outgrows $\Gamma(1+n\alpha)$ for $\alpha<1$, so the sum of absolute values converges for every $u>0$, which justifies integrating term by term. At large $u$ the term $n=1$ dominates. Its coefficient is $\sin(\pi\alpha)\Gamma(1+\alpha)/(2\pi)$. With $\Gamma(1+\alpha)=\alpha\Gamma(\alpha)$ and $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$ this becomes

$$f(u)\to\frac{\alpha}{2\Gamma(1-\alpha)}\,u^{-1-\alpha}\qquad(u\gg1). \tag{6}$$

### (e) Find the two logarithmic slopes, their sum, and the time at which the two power laws cross.

**Solution.** The slope is $d\ln I/d\ln t$. Equations (4) and (6) give

$$m_1=-(1-\alpha),\qquad m_2=-(1+\alpha),\qquad m_1+m_2=-2 .$$

The sum does not contain $\alpha$, while the difference $m_1-m_2=2\alpha$ does. The kink between the two lines fades as $\alpha\to0$, where both slopes tend to $-1$. The statement concerns the limits $\tau\ll t\ll t_T$ and $t\gg t_T$, and the early limit can be approached slowly when $\alpha$ is close to one. Around $t_T$ the local slope changes continuously. For $\alpha>1/2$ it becomes steeper than $m_2$ before it settles there, markedly so when $\alpha$ is close to one.

The two laws have different causes. Before transit nearly all carriers are still in the film, and the current falls because the hop rate falls: as time passes, more carriers are caught in long waits. After transit, the current comes from carriers delayed by one exceptionally long wait. Such a wait can precede any hop $k$ from 1 to $N$, and the carrier then still has $N-k+1$ hops to make, which are quick in comparison. The current is then

$$I(t)\approx\psi(t)\sum_{k=1}^N\frac{N-k+1}{N}\approx\frac N2\psi(t),\qquad \psi(t)\to\frac{\alpha\tau^\alpha}{\Gamma(1-\alpha)}t^{-1-\alpha}.$$

This is equation (6) again, since $N\tau^\alpha=t_T^\alpha$. The factor $\tfrac12$ is the mean fraction of the film that the delayed carriers have yet to cross.

Equating (4) and (6) and using $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$ gives $u^{2\alpha}=\Gamma(1+\alpha)/[2\Gamma(1-\alpha)]$. The crossing time is

$$t_x=t_T\left[\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/(2\alpha)}. \tag{7}$$

It grows as $N^{1/\alpha}=(L/\ell)^{1/\alpha}$, faster than in proportion to thickness. If $\ell$ is proportional to $F$ and $\tau$ does not depend on $F$, then $t_x\propto(L/F)^{1/\alpha}$. The apparent mobility $\mu_x=L/(Ft_x)$ varies as $(F/L)^{1/\alpha-1}$, so it describes a film at a given field and is not a constant of the material.

### (f) What replaces this result when the waits are exponential?

**Solution.** Let the mean wait be the unit of time, so that $\psi=e^{-t}$ and $\psi_k=e^{-t}t^{k-1}/(k-1)!$. Then

$$I(t)=\frac1N\sum_{j=0}^{N-1}\frac{t^j}{j!}e^{-t},$$

which is $1/N$ times the probability of fewer than $N$ hops. For $t$ well below $N$ this probability is close to one: the current is a plateau of slope zero. Differentiating the sum cancels all terms except the last, $-e^{-t}t^{N-1}/(N-1)!$. For $t$ well above $N$, the terms of the sum, read downwards from the last, shrink by a factor near $N/t$, so the sum is about the last term divided by $1-N/t$. The slope is then about $-t(1-N/t)=-(t-N)$. For $N=4000$ and $t=1.1N$ this estimate is $-400$; evaluating the sum numerically gives $-410$. The plateau ends in a steep fall, and the slope sum of part (e) is lost.

## Second half: trapping, diffusion and a worked film

The first half used $N=L/\ell$ hops of mean length $\ell$ across a film of thickness $L$ in a field $F$. The waiting-time density $\psi$ has survival probability $\Phi(t)\to(t/\tau)^{-\alpha}/\Gamma(1-\alpha)$ with $0<\alpha<1$, and $\Lambda=1-\tilde\psi=s\tilde\Phi\to(s\tau)^\alpha$ at small $s$. The current $I$ per unit injected charge has the transform (1), $\tilde I=\tilde\psi(1-\tilde\psi^{\,N})/(N\Lambda)$. With $t_T=\tau N^{1/\alpha}$ its slopes are $-(1-\alpha)$ well before $t_T$ and $-(1+\alpha)$ well after it, with sum $-2$. The two power laws cross at $t_x$, equation (7).

### (g) Show that an exponential distribution of trap depths produces the power law, and find $\alpha$ and $\tau$.

So far, waiting times with a power-law tail have been shown to give a current with logarithmic slopes $-(1-\alpha)$ and $-(1+\alpha)$, whose sum is $-2$, and a crossing time that grows as $L^{1/\alpha}$. It remains to derive that tail from the trap depths, as (g) asks, to include diffusion and backward hops, and to work out a film and the effects that limit the result.
